\section*{Recovering composition from Auger sputter profiles by a depth-derivative correction}

\section{The decision and the formula}

Before an Auger depth profile is used to place an interface or to state the composition of a thin layer, one must decide whether the normalised intensity may be read as composition, or must first be corrected for electrons that come from below the surface. If the composition varies over depths comparable with the electron attenuation length, the two readings differ appreciably. In the example below they differ by up to 0.37 in atomic fraction.

Let $z$ be the removed depth, increasing into the sample, $X(z)$ the atomic fraction of element A at that depth in the original sample, and $J(z)$ the intensity of its Auger line divided by that of a thick, pure standard. The correction is
\begin{equation}
X(z)=J(z)-L\,\frac{dJ}{dz},\qquad L=\lambda\cos\theta .
\label{main}
\end{equation}
Here $\lambda$ is the attenuation length along the electron path, $\theta$ the emission angle from the surface normal, and $L$ the effective attenuation length along the normal. No physical constant enters, so the algebra is the same in atomic units and in nanometres, provided that $z$ and $L$ share one unit.

Equation~(\ref{main}) rests on these assumptions:
\begin{itemize}
\item Attenuation is exponential, with the same $L$ at every composition, and electrons are collected at one polar angle.
\item Excitation, backscattering, atomic density and detection are equal for sample and standard.
\item The surface stays flat, the removed depth is known, and sputtering neither mixes the material nor enriches one element.
\end{itemize}

\section{Derivation}

\subsection{From escape probability to intensity}

An electron created at a distance $t$ below the current surface travels a path $t/\cos\theta$ to leave the sample. Its probability of escaping without loss is
\begin{equation}
\exp\!\left(-\frac{t}{\lambda\cos\theta}\right)=e^{-t/L}.
\end{equation}
Let $K$ collect the beam current, ionisation probability, atomic density and detector response. When the surface is at $z$, a slice at original depth $z'>z$ lies at $t=z'-z$, and the slices add up to
\begin{equation}
I(z)=K\int_z^\infty X(z')\,e^{-(z'-z)/L}\,dz'.
\end{equation}
For the pure standard $X=1$, which gives
\begin{equation}
I_{\rm std}=K\int_0^\infty e^{-t/L}\,dt=KL .
\end{equation}
Division removes $K$:
\begin{equation}
J(z)=\frac1L\int_z^\infty X(z')\,e^{-(z'-z)/L}\,dz'.
\label{forward}
\end{equation}
Thus $J$ is a weighted mean of the composition ahead of the surface, with weights that add to one.

\subsection{Differentiation}

The depth $z$ appears in (\ref{forward}) both in the limit and in the exponential. To separate them, define
\begin{equation}
G(z)=\int_z^\infty X(z')e^{-z'/L}\,dz',\qquad J=\frac{e^{z/L}}{L}\,G .
\end{equation}
Where $X$ is continuous, the fundamental theorem of calculus gives $G'=-Xe^{-z/L}$; the minus sign arises because $z$ is the lower limit. The product rule then yields
\begin{align}
\frac{dJ}{dz}
&=\frac1L\,\frac{e^{z/L}}{L}G+\frac{e^{z/L}}{L}G' \nonumber\\
&=\frac{J}{L}-\frac{e^{z/L}}{L}\,X e^{-z/L}
=\frac{J-X}{L}.
\label{ode}
\end{align}
Multiplication by $L$ and rearrangement give (\ref{main}).

The sign has a direct meaning. If the material ahead, averaged with the weights in (\ref{forward}), is richer in A than the surface, then $J$ exceeds $X$, the signal rises with depth, and the correction lowers it. If that average is poorer in A than the surface, as at the far edge of a layer, the signal falls and the correction raises it.

\subsection{Uniqueness}

Equation (\ref{ode}) by itself also admits an added term $Ce^{z/L}$. To see what fixes it, rewrite the equation as
\begin{equation}
\frac{d}{dz}\left(e^{-z/L}J\right)=-\frac1L Xe^{-z/L}
\end{equation}
and integrate from $z$ to $Z$:
\begin{equation}
e^{-Z/L}J(Z)-e^{-z/L}J(z)
=-\frac1L\int_z^Z X(z')e^{-z'/L}\,dz'.
\end{equation}
Since $J$ is bounded, the first term vanishes as $Z\to\infty$, and multiplication by $-e^{z/L}$ restores (\ref{forward}). To predict $J$ from a trial composition through the differential equation, integrate from large depth towards the surface: an error in the starting value then decays as $e^{-(Z-z)/L}$. In the opposite direction it grows.

\section{Limiting cases and simple readings}

\subsection{Slow variation}

With $u=(z'-z)/L$, (\ref{forward}) becomes $J=\int_0^\infty X(z+Lu)e^{-u}\,du$. For a smooth profile that changes little over $L$, Taylor expansion and $\int_0^\infty u^n e^{-u}du=n!$ give
\begin{equation}
J=X+LX'+L^2X''+\cdots .
\end{equation}
To first order $J(z)\approx X(z+L)$: the measured profile is shifted towards the surface by $L$. For error-function edges the series is asymptotic rather than convergent, and it is useful only when the edge is several times wider than $L$; for the example below, whose edges are comparable with $L$, $X(z+L)$ differs from $J$ by up to 0.12. As $L\to0$, $J$ tends to $X$.

\subsection{Abrupt edges}

For a thick film of A that starts at $z=a$, (\ref{forward}) gives $J=e^{-(a-z)/L}$ before the edge. Here $LJ'=J$, and the corrected value is zero. After the edge $J=1$ and $J'=0$, so the corrected value is one. If A instead ends at $z=b$, then $J=1-e^{-(b-z)/L}$ just before the end, $LJ'=-e^{-(b-z)/L}$, and the corrected value is again one. At a jump $J$ is continuous but its slope is not, and the left and right derivatives return the compositions on the two sides. A central difference across the jump mixes them.

\subsection{Peak, area and centroid}

At a smooth extremum of $J$ the derivative vanishes and $J=X$ at that depth. This does not make the maximum of $J$ the maximum of $X$.

For a buried layer with $J$ and $zJ$ negligible at both ends of the record, integration of (\ref{main}) gives
\begin{equation}
\int X\,dz=\int J\,dz-L\,[J]_{\rm ends}=\int J\,dz=:A .
\end{equation}
Multiplying (\ref{main}) by $z$ and integrating by parts gives
\begin{align}
\int zX\,dz&=\int zJ\,dz-L\int zJ'\,dz \nonumber\\
&=\int zJ\,dz+L\int J\,dz=\int zJ\,dz+LA .
\end{align}
The area is therefore unchanged, and the centroid of $J$ lies nearer the surface by $L$. If the area or the layer centre is all that is required, no derivative need be taken.

\section{Use with sampled data}

\subsection{Bias and noise}

Let the intensities $J_i$ be equally spaced by $h$. The central-difference estimate is
\begin{equation}
\widehat X_i=J_i-c\,(J_{i+1}-J_{i-1}),\qquad c=\frac{L}{2h}.
\label{central}
\end{equation}
In the Taylor series of $J_{i+1}-J_{i-1}$ the even terms cancel, leaving $2hJ'+h^3J'''/3+\cdots$. Hence
\begin{equation}
\widehat X_i=X_i-\frac{Lh^2}{6}J'''_i+O(h^4).
\end{equation}
If the readings have independent errors of standard deviation $\sigma$, the three squared coefficients in (\ref{central}) add:
\begin{equation}
\sigma_X=\sigma\sqrt{1+2c^2}
=\sigma\sqrt{1+\frac{L^2}{2h^2}} .
\label{noise}
\end{equation}
A finer step reduces the bias but, at fixed $\sigma$ per reading, amplifies the noise. Errors of adjacent estimates are uncorrelated, because their two shared readings contribute $+c\sigma^2$ and $-c\sigma^2$. Estimates two steps apart share one reading and have covariance $-c^2\sigma^2$. A later fit should include this covariance.

\subsection{Order of operations}

\begin{enumerate}
\item Remove the spectral background and divide each line intensity by that of its own pure standard.
\item Convert sputter time to depth. If the local rate is $v=dz/dt$, then $dJ/dz=(dJ/dt)/v$. For readings at equal time intervals $\Delta t$ and a slowly varying rate, this means using the local step $h=v\,\Delta t$ in (\ref{central}) and (\ref{noise}).
\item Compute $L$ for that line and emission angle, apply (\ref{central}), and attach the error (\ref{noise}).
\item Compare the sum of the corrected fractions with one.
\end{enumerate}
Lines of different energy have different attenuation lengths. The uncorrected $J$ of the elements then need not add to one near an interface, although under the stated assumptions the corrected fractions do, apart from noise and the finite-step bias of (\ref{central}). Rescaling the raw intensities to a unit sum before differentiation would therefore change the quantity to which (\ref{main}) applies.

\section{Worked example: a nickel layer in chromium}

The model layer has
\begin{equation}
X(z)=\tfrac12\left[{\rm erf}\frac{z-10}{s}-{\rm erf}\frac{z-15}{s}\right],
\qquad s=1.0,
\end{equation}
with lengths in nm. For the nickel line near 850 eV take $\lambda=1.20$ nm and $\theta=40^\circ$. Then
\begin{equation}
L=1.20\times0.7660=0.919\ {\rm nm}=9.19\ \text{\AA}.
\end{equation}
The intensity was computed by quadrature of (\ref{forward}) and then differentiated numerically:
\begin{center}
\begin{tabular}{rrrrr}
$z$ (nm) & $X$ & $J$ & $LJ'$ & $J-LJ'$\\
8 & 0.002 & 0.151 & 0.149 & 0.002\\
10 & 0.500 & 0.791 & 0.291 & 0.500\\
12 & 0.998 & 0.948 & $-0.050$ & 0.998\\
15 & 0.500 & 0.203 & $-0.297$ & 0.500
\end{tabular}
\end{center}
At the leading edge the arithmetic is $0.791-0.291=0.500$; at the trailing edge it is $0.203+0.297=0.500$. The uncorrected intensity thus reads 79\% nickel at one half-composition point and 20\% at the other.

The geometric factor and the normalisation in (\ref{forward}) were also tested by random sampling. This test assumes exponential attenuation and neglects elastic scattering, so it does not test the escape law itself. Electrons started at random depths along straight paths at $40^\circ$, with exponentially distributed free paths of mean 1.20 nm. Those that escaped came from a mean depth of 0.920 nm. With the surface at 9.5 nm they gave $J=0.607$, equal to the quadrature value to the digits shown.

The points where $J=0.5$ lie at 9.232 and 14.225 nm, each about 0.77 nm too shallow. Their separation is 4.99 nm, close to the true 5 nm: in this example the raw profile gives a good thickness but a wrong position. The shift depends on the edge shape. For an abrupt edge of a thick film, $e^{-(a-z)/L}=1/2$ gives $L\ln2=0.64$ nm. The centroid moves from 12.50 to 11.58 nm, a shift of $L$. The peak of $J$ is 0.968 at 11.31 nm, where $X$ is also 0.968, whereas $X$ has its maximum, ${\rm erf}\,2.5=0.9996$, at the layer centre, 12.5 nm.

For $h=0.50$ nm the largest bias of (\ref{central}) is 0.019; for half that step it is 0.005, close to the expected factor of four. With $\sigma=0.010$ and the larger step, (\ref{noise}) gives
\begin{equation}
\sigma_X=0.010\sqrt{1+\frac{0.919^2}{2(0.50)^2}}=0.016 .
\end{equation}
At the smaller step and the same $\sigma$ it would be 0.028. Halving the step thus lowers the largest bias from 0.019 to 0.005 but raises the noise from 0.016 to 0.028: the two are comparable at the larger step, and noise dominates at the smaller.

\section{When the assumptions fail}

Each effect below is sized separately for the same layer, with the other settings held fixed. Errors are absolute differences in atomic fraction from the original $X(z)$ unless another reference is named.

\subsection{Wrong length or depth scale}

If the product $L\,dJ/dz$ is too large by a factor $f$, (\ref{ode}) gives
\begin{equation}
J-fLJ'=J-f(J-X)=X+(1-f)(J-X).
\end{equation}
For $f=1.10$ the largest error is $0.10\times0.372=0.037$. The error has the sign of $X-J$: it reaches $-0.037$ at the leading edge and $+0.037$ at the trailing edge. An overestimated $L$ can therefore produce negative concentrations before the layer and values above one inside it (here $-0.013$ and $1.013$).

\subsection{Attenuation that depends on composition}

Let $L(z)$ be the local length and $L_A$ its value in pure A. With equal atomic densities,
\begin{equation}
J(z)=\frac1{L_A}\int_z^\infty X(z')
\exp\!\left[-\int_z^{z'}\frac{du}{L(u)}\right]dz'.
\end{equation}
Differentiating the outer limit gives $-X/L_A$; differentiating the inner limit multiplies the integrand by $+1/L(z)$. Therefore
\begin{equation}
J'=-\frac{X}{L_A}+\frac{J}{L(z)},\qquad
X=\frac{L_A}{L(z)}J-L_AJ'.
\label{matrix}
\end{equation}
Since $L(z)$ depends on the unknown $X$, a mixing rule is needed. For a binary system with $1/L=X/L_A+(1-X)/L_B$ and $r=L_A/L_B$, substitution gives
\begin{equation}
X=[X+(1-X)r]J-L_AJ'.
\end{equation}
Collecting the terms in $X$ on the left gives
\begin{equation}
X=\frac{rJ-L_AJ'}{1-(1-r)J}.
\end{equation}
With a path attenuation length of 1.40 nm in chromium, $r=1.20/1.40=0.857$. Using (\ref{main}) with the nickel value instead leaves an error $(1-r)(1-X)J$, whose largest value here is 0.071.

\subsection{Roughness}

Suppose the surface consists of independent flat terraces whose removed depths are $z+\eta$, with a distribution $p(\eta)$ that does not change with $z$. Averaging commutes with differentiation:
\begin{equation}
\langle J\rangle-L\langle J\rangle'
=\int p(\eta)\,[J-LJ'](z+\eta)\,d\eta
=\int p(\eta)X(z+\eta)\,d\eta .
\end{equation}
The correction removes the escape-depth effect and leaves the smearing. An error-function edge of parameter $s$ is a step smeared by a Gaussian of variance $s^2/2$. Gaussian roughness of standard deviation 0.70 nm adds its own variance, so the parameter becomes $\sqrt{1.0^2+2(0.70)^2}=1.41$ nm. The largest error is 0.082. If roughness grows during sputtering, $p$ depends on $z$ and this simple commutation fails.

\subsection{Ion mixing}

Let the ions keep a zone of width $w$ below the surface uniformly mixed, at composition $S(z)$. When a depth $dz$ is removed, the zone loses $S\,dz$ of A and gains $X(z+w)\,dz$, so
\begin{equation}
wS'=X(z+w)-S .
\label{mix}
\end{equation}
With $q=e^{-w/L}$, the zone contributes $(1-q)S$ to the signal. The undisturbed material below it contributes the ideal signal of a surface at $z+w$, attenuated by $q$:
\begin{equation}
J_m(z)=(1-q)S(z)+qJ(z+w).
\end{equation}
Applying the correction, with (\ref{main}) for the second term and then $X(z+w)=S+wS'$ from (\ref{mix}), gives
\begin{align}
J_m-LJ_m'&=(1-q)(S-LS')+qX(z+w) \nonumber\\
&=S-\left[(1-q)L-qw\right]S' .
\end{align}
The result is neither the original composition nor, in general, that of the mixed surface. For $w\ll L$ the bracket tends to $w^2/(2L)$ and the corrected value approaches $S$. For $w\gg L$ the raw signal itself approaches $S$, because the detected electrons come from the mixed zone; the correction then subtracts an unwanted $LS'$.

When the zone first touches an abrupt edge of pure A, $S=0$ and $S'=1/w$. The corrected value is
\begin{equation}
q-(1-q)\frac Lw
=\frac Lw\left[\left(1+\frac wL\right)e^{-w/L}-1\right]<0,
\end{equation}
since $1+x<e^x$ for $x>0$. For $w=1.00$ nm it is $-0.27$. For the graded layer of the example the lowest corrected value is $-0.0002$, too small to notice in data. It reaches only $-0.016$ for $w=2.00$ nm, the size of the noise estimated above. For edges as gradual as these, the absence of clearly negative values is therefore no evidence against a mixed zone of one to two nanometres. In that layer the raw signal differs from $X$ by up to 0.34 and the corrected signal by up to 0.14; the corrected signal differs from $S$ by up to 0.11.

\section{Relation to a real profile}

The parameters are round values meant to be roughly typical of a nickel--chromium multilayer profiled with argon ions near 1 keV. Attenuation lengths and mixing depths of about a nanometre are reasonable there, but both should be established for the instrument and material in use. Real profiles break the no-mixing assumption, and polycrystalline metals can also roughen. Among the effects sized here mixing is the largest, moving the corrected fraction by up to 0.14, followed by roughness at 0.08. These numbers belong to the chosen $w$ and roughness and should not be added as though they were independent random errors. The order can change: the same mixing model gives a largest error of about 0.06 for $w=0.50$ nm and 0.23 for $w=2.00$ nm.

Preferential sputtering, unequal atomic densities and differences in backscattering were not sized. A slowly varying gain $g(z)$, such as backscattering may cause, turns the corrected result into
\begin{equation}
gJ-L(gJ)'=gX-Lg'J .
\end{equation}
A constant gain error therefore carries over as the same relative error in $X$. Nickel and chromium may also sputter at different rates, in which case one constant rate distorts both the depth axis and the derivative.

For layers whose edges are comparable in width with $L$, the correction is worthwhile when $L$ and the depth scale are known well, the mixed zone is thin compared with $L$, and the noise (\ref{noise}) is small compared with the difference between $J$ and $X$. When $w$ is comparable with $L$, report the corrected curve as an estimate limited by mixing, or fit a model that contains both lengths. The numerical output that follows gives the remaining table entries and most of the computed values quoted here; the others follow from the formulas in the text, and the errors for the other two mixing widths from the same mixing model with $w$ changed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Auger line energy, rough: 850 eV
ion energy, rough: 1000 eV
path attenuation length in Ni: 1.20 nm
path attenuation length in Cr: 1.40 nm
emission angle: 40 deg, cosine 0.7660
effective attenuation length L: 0.9193 nm
L converted: 9.193 angstrom
layer edges: 10.0 and 15.0 nm
edge width parameter of erf: 1.00 nm
z/nm   X true   J       L*dJ/dz   J-L*dJ/dz
 8.0   0.0023  0.1513    0.1489    0.0023
 9.0   0.0786  0.4121    0.3335    0.0786
10.0   0.5000  0.7911    0.2911    0.5000
11.0   0.9214  0.9619    0.0405    0.9214
12.0   0.9977  0.9481   -0.0495    0.9977
13.0   0.9977  0.8481   -0.1496    0.9977
14.0   0.9214  0.5859   -0.3354    0.9214
15.0   0.5000  0.2031   -0.2969    0.5000
16.0   0.0786  0.0208   -0.0579    0.0786
largest error of recovered X: 8.1e-08
largest |J-X| without correction: 0.372
random paths: mean escape depth 0.920 nm
random paths: J at 9.5 nm = 0.607
quadrature:   J at 9.5 nm = 0.607
J = 0.5 at 9.232 and 14.225 nm
peak of J: 0.9682 at 11.312 nm
X at that depth: 0.9682
layer area from X, J: 5.0000, 5.0000 nm
centroid of X, J: 12.5000, 11.5808 nm
sampling step: 0.50 nm
largest bias, full step: 0.0191
largest bias, half step: 0.0050
noise in J: 0.0100, in X: 0.0164
matrix effect, largest error: 0.071
scale factor 1.10, largest error: 0.037
roughness (rms): 0.70 nm
roughness, smeared edge width: 1.407 nm
roughness, largest error: 0.082
mixing zone width: 1.00 nm, q = 0.3369
mixing, corrected minus X, largest: 0.141
mixing, corrected minus S, largest: 0.107
mixing, raw J minus X, largest: 0.336
mixing, lowest corrected value: -0.0002
mixing, highest corrected value: 0.9673
mixing, abrupt edge corrected value: -0.2726
\end{verbatim}
